# From the Darwin Lagrangian to the Darwin Hamiltonian

Two charged particles pass each other at speeds small compared with the speed of light, but not negligible. The Coulomb force does most of the work. Two smaller effects appear at the next order: each particle's inertia grows with its speed, and the field of each charge is altered by its motion, gaining a magnetic part and a change in its electric part, both of which act on the other charge. Both effects are naturally written in terms of velocities, in a Lagrangian. Hamiltonian mechanics, and quantum mechanics after it, needs the energy in terms of canonical momenta. What happens to the two corrections when the variables are changed?

The particles are spinless points with masses $m_1,m_2$ and charges $q_1,q_2$. Gaussian units are used, rest energies are subtracted, and the action of each charge on itself is left out. The small parameter is written $\epsilon=1/c^2$; the true dimensionless conditions for smallness are given below.

## One free particle

The relativistic Lagrangian of a free particle is $-mc^2\sqrt{1-v^2/c^2}$. With $\sqrt{1-x}=1-x/2-x^2/8-x^3/16-\dots$ and $x=\epsilon v^2$, it becomes

$$-mc^2+\frac{mv^2}{2}+\epsilon\frac{mv^4}{8}+\epsilon^2\frac{mv^6}{16}+\dots$$

The constant does not affect the motion and is dropped. Keep the first correction:

$$L=\frac{mv^2}{2}+\epsilon\frac{mv^4}{8}.$$

The canonical momentum, for motion along a line, is

$$p=\frac{\partial L}{\partial v}=mv+\epsilon\frac{mv^3}{2}.$$

To invert this, divide by $m$ and move the small term to the other side. Inside that term $v$ may be replaced by $p/m$, since the error is of order $\epsilon^2$:

$$v=\frac pm-\epsilon\frac{p^3}{2m^3}+O(\epsilon^2).$$

The Hamiltonian is $H=pv-L$. Its three pieces are

$$pv=\frac{p^2}{m}-\epsilon\frac{p^4}{2m^3},\qquad
\frac{mv^2}{2}=\frac{p^2}{2m}-\epsilon\frac{p^4}{2m^3},\qquad
\epsilon\frac{mv^4}{8}=\epsilon\frac{p^4}{8m^3},$$

each through order $\epsilon$. On subtraction the two terms with $p^4/(2m^3)$ cancel, leaving

$$H=\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}.$$

The correction is $-\epsilon L_1$, with $L_1=mv^4/8$ evaluated at $v=p/m$. The shift of the velocity has dropped out.

This can be tested against the full relativistic energy. With $\gamma=1/\sqrt{1-v^2/c^2}$, the full Lagrangian gives $p=\gamma mv$, and

$$E=pv+\frac{mc^2}{\gamma}=\gamma mc^2\left[\frac{v^2}{c^2}+1-\frac{v^2}{c^2}\right]=\gamma mc^2.$$

Hence $E^2-p^2c^2=\gamma^2m^2c^4(1-v^2/c^2)=m^2c^4$, and

$$E-mc^2=\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}+\frac{p^6}{16m^5c^4}-\dots$$

The $p^4$ term agrees. Its negative sign does not mean that relativity makes a particle of given speed less energetic. It means that, at given momentum, the energy grows more slowly than $p^2/(2m)$.

## Why the velocity shift drops out

The cancellation has a general cause. Collect the six velocity components of the two particles in $v$ and the six momentum components in $p$, and let $M$ be the diagonal matrix of masses. Take

$$L=L_0+\epsilon L_1,\qquad L_0=\tfrac12 v^{T}Mv-U,$$

where $U$ depends on positions alone and $L_1$ may depend on positions and velocities. Hold positions and momenta fixed, and define a function of a trial velocity,

$$F(v)=p\cdot v-L(v).$$

Its derivative vanishes when $p=\partial L/\partial v$, which is the relation that defines the momentum. So $H$ is the value of $F$ at its stationary point. Near such a point, an error in $v$ changes $F$ only in second order. The unperturbed velocity $v_0=M^{-1}p$ is wrong by an amount of order $\epsilon$, and using it costs an error of order $\epsilon^2$.

To see this term by term, put $v=v_0+\delta$ and let $g=\partial L_1/\partial v$ at $v_0$. Then

$$F=p\cdot v_0+p\cdot\delta-L_0(v_0)-(Mv_0)\cdot\delta-\tfrac12\delta^{T}M\delta-\epsilon L_1(v_0)-\epsilon g\cdot\delta+O(\epsilon\delta^2).$$

Because $Mv_0=p$, the second and fourth terms cancel. The first and third make up $H_0$, so

$$F=H_0-\epsilon L_1(v_0)-\tfrac12\delta^{T}M\delta-\epsilon g\cdot\delta+O(\epsilon\delta^2).$$

The condition $p=M(v_0+\delta)+\epsilon g+\dots$ gives $\delta=-\epsilon M^{-1}g+O(\epsilon^2)$. The two terms in $\delta$ become $-\tfrac12\epsilon^2g^{T}M^{-1}g$ and $+\epsilon^2g^{T}M^{-1}g$. Therefore

$$H=H_0-\epsilon L_1(v_0)+\frac{\epsilon^2}{2}g^{T}M^{-1}g+O(\epsilon^3).$$

This is the precise form of the rule that the first-order change of $H$ is minus that of $L$. The change of $H$ is taken at fixed positions and momenta, the change of $L$ at fixed positions and velocities, and the two are matched through $v_0=M^{-1}p$.

The free particle also tests the second-order term. There $g=mv_0^3/2$, so the term is $\epsilon^2mv_0^6/8=p^6/(8m^5c^4)$, twice the correct $p^6/(16m^5c^4)$. The formula is right for the truncated Lagrangian, but the truncation omitted $\epsilon^2mv^6/16$. That term enters $H$ with a minus sign, and $1/8-1/16=1/16$ restores the correct value. A Lagrangian known through $c^{-2}$ thus gives a Hamiltonian that can be trusted through $c^{-2}$ and no further.

## The interaction of two moving charges

To find $L_1$ for a pair, start with the field of charge 2. In Coulomb gauge, $\nabla\cdot\mathbf A=0$ and the scalar potential is the instantaneous $\phi=q_2/s$, where $\mathbf s$ points from charge 2 to the field point. Inserting $\mathbf B=\nabla\times\mathbf A$ and $\mathbf E=-\nabla\phi-c^{-1}\partial_t\mathbf A$ in Maxwell's equation $\nabla\times\mathbf B=4\pi\mathbf J/c+c^{-1}\partial_t\mathbf E$ gives

$$\nabla^2\mathbf A-\frac1{c^2}\frac{\partial^2\mathbf A}{\partial t^2}=-\frac{4\pi}{c}\mathbf J+\frac1c\nabla\frac{\partial\phi}{\partial t}.$$

The second time derivative describes delay and radiation. It is dropped, since its effects on the interaction lie beyond order $c^{-2}$; the first of them is a force of order $c^{-3}$, of size $2|q_1q_2\,\ddot{\mathbf v}_2|/(3c^3)$ on a charge $q_1$. This requires that the charges move little, and that their velocities change little, while light crosses the distance between them.

The current is $\mathbf J=q_2\mathbf v_2\delta(\mathbf s)$. As the source moves, $\partial_t(1/s)=-\mathbf v_2\cdot\nabla(1/s)$, so

$$\nabla^2\mathbf A=-\frac{4\pi q_2}{c}\mathbf v_2\delta(\mathbf s)-\frac{q_2}{c}\nabla\left(\mathbf v_2\cdot\nabla\frac1s\right).$$

Two identities solve this equation: $\nabla^2(1/s)=-4\pi\delta(\mathbf s)$ and $\nabla^2s=2/s$. They show that

$$\mathbf A=\frac{q_2}{c}\left[\frac{\mathbf v_2}{s}-\frac12\nabla(\mathbf v_2\cdot\nabla s)\right]$$

has the required Laplacian. Its divergence is proportional to $\mathbf v_2\cdot\nabla(1/s)-\frac12\mathbf v_2\cdot\nabla(2/s)=0$, as the gauge demands, and it vanishes far away. With $\mathbf n=\mathbf s/s$, one has $\nabla s=\mathbf n$ and $\nabla(\mathbf v_2\cdot\mathbf n)=[\mathbf v_2-\mathbf n(\mathbf n\cdot\mathbf v_2)]/s$. Hence

$$\mathbf A=\frac{q_2}{2cs}\left[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)\right].$$

A charge $q_1$ in given potentials has the interaction Lagrangian $-q_1\phi+q_1\mathbf v_1\cdot\mathbf A/c$. Evaluate it at the position of charge 1, with $\mathbf r=\mathbf r_1-\mathbf r_2$ and now $\mathbf n=\mathbf r/r$. The result is unchanged when the labels 1 and 2 are exchanged, because $\mathbf n$ appears twice. The same term therefore gives the force on either particle, and it must be counted once for the pair. Adding the free-particle terms gives the Darwin Lagrangian, $L=L_0+\epsilon L_1$, with

$$L_0=\frac{m_1v_1^2}{2}+\frac{m_2v_2^2}{2}-\frac{q_1q_2}{r},$$

$$L_1=\frac{m_1v_1^4}{8}+\frac{m_2v_2^4}{8}+\frac{q_1q_2}{2r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)\right].$$

## The Hamiltonian of the pair

The general rule now applies with $U=q_1q_2/r$. The zeroth-order Hamiltonian is

$$H_0=\frac{p_1^2}{2m_1}+\frac{p_2^2}{2m_2}+\frac{q_1q_2}{r}.$$

In $-\epsilon L_1$, set $\mathbf v_i=\mathbf p_i/m_i$. Each quartic term becomes $-\epsilon m_i(p_i/m_i)^4/8=-\epsilon p_i^4/(8m_i^3)$. Each product of two velocities in the current term supplies $1/(m_1m_2)$. The result is

$$\begin{aligned}H={}&\frac{p_1^2}{2m_1}+\frac{p_2^2}{2m_2}+\frac{q_1q_2}{r}-\frac{p_1^4}{8m_1^3c^2}-\frac{p_2^4}{8m_2^3c^2}\\&-\frac{q_1q_2}{2m_1m_2c^2r}\left[\mathbf p_1\cdot\mathbf p_2+(\mathbf p_1\cdot\mathbf n)(\mathbf p_2\cdot\mathbf n)\right]+\text{terms beyond }c^{-2}.\end{aligned}$$

The last term is the current-current interaction. Three limits show what it contains.

First, let like charges move side by side with parallel momenta perpendicular to $\mathbf n$. The bracket is $p_1p_2>0$ and the term is negative, the sign expected from the attraction of parallel currents. Its size is not that of the magnetic force alone. For uniform motion the force on charge 1 is $(q_1q_2/r^2)[1+v_2^2/(2c^2)-v_1v_2/c^2]$: the magnetic part is $-v_1v_2/c^2$, and the electric field of charge 2 across its line of motion is larger by $v_2^2/(2c^2)$. For equal speeds the net change is $-v^2/(2c^2)$, which is what the derivative of the term gives. For $v_1<v_2/2$ the repulsion on charge 1 is stronger than the Coulomb value. The derivative of the term contributes to the rate of change of the canonical momentum, which differs from the mechanical force by the rate of change of $q_1\mathbf A/c$.

Second, let the total momentum vanish, $\mathbf p_1=-\mathbf p_2=\mathbf p$. The term becomes $+q_1q_2[p^2+(\mathbf p\cdot\mathbf n)^2]/(2m_1m_2c^2r)$. For opposite charges this is negative. When $\mathbf p$ is perpendicular to $\mathbf n$, the opposite charges moving in opposite directions are parallel currents, which attract. When $\mathbf p$ lies along $\mathbf n$, the magnetic force vanishes, and the term stands for the change in the electric part of the field. Its negative sign there does not mean a stronger attraction: along its line of motion the field of a uniformly moving charge is reduced by the factor $1-v_2^2/c^2$, so the mechanical force on charge 1 is weaker than the Coulomb force. The difference again lies in the part $q_1\mathbf A/c$ of the canonical momentum.

Third, let particle 2 be so heavy that its velocity $\mathbf v_2=\mathbf p_2/m_2$ is effectively prescribed. Particle 1 then moves in a given potential $\mathbf A$, and its kinetic energy is $(\mathbf p_1-q_1\mathbf A/c)^2/(2m_1)$ at leading order. The part linear in $\mathbf A$ is $-q_1\mathbf p_1\cdot\mathbf A/(m_1c)$. Inserting $\mathbf A$ reproduces the current-current term with its sign and its factor $1/2$. If the heavy particle is at rest, the term vanishes through order $c^{-2}$.

## Do the equations of motion agree?

A Hamiltonian must return the velocities from which it was made. Differentiating with respect to $\mathbf p_1$, and using $\partial p_1^4/\partial\mathbf p_1=4p_1^2\mathbf p_1$, gives

$$\mathbf v_1=\frac{\partial H}{\partial\mathbf p_1}=\frac{\mathbf p_1}{m_1}-\frac{p_1^2\mathbf p_1}{2m_1^3c^2}-\frac{q_1q_2}{2m_1m_2c^2r}\left[\mathbf p_2+\mathbf n(\mathbf n\cdot\mathbf p_2)\right].$$

The Lagrangian gives

$$\mathbf p_1=m_1\mathbf v_1+\frac{m_1v_1^2\mathbf v_1}{2c^2}+\frac{q_1q_2}{2c^2r}\left[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)\right].$$

Dividing by $m_1$, solving for $\mathbf v_1$ and putting $\mathbf v_i=\mathbf p_i/m_i$ in the small terms gives the same expression. The equations for particle 2 follow by exchanging labels.

The forces agree as well. The position derivative of $L_0$ does not depend on velocity, so the velocity shift does not affect it. In the correction, $\mathbf v_i=\mathbf p_i/m_i$ is independent of position, so $-\partial H/\partial\mathbf r=\partial L/\partial\mathbf r$ through order $\epsilon$. The numerical check tests both statements on a three-dimensional case with unequal masses. When $\epsilon$ is made ten times smaller, the errors of the velocity and force formulas fall by factors of 99.998 and 99.998, as second-order errors should.

The velocity formula has a consequence worth noting. If $\mathbf p_2=0$, particle 2 still has a velocity of order $c^{-2}$ whenever $\mathbf p_1\neq0$, because part of the canonical momentum belongs to the interaction. Canonical momentum is not mass times velocity.

The velocity formula also shows what the expansion requires. Its first correction is small relative to $p_1/m_1$ if $v_1^2/c^2\ll1$. Its second is of relative size $(|q_1q_2|/m_1c^2r)(v_2/v_1)$, apart from numerical factors. For comparable speeds, the Coulomb energy must be small compared with the rest energy of each particle. In that case the expansion fails for charges that come too close, even if their momenta are modest. If particle 2 is much heavier and slow, the factor $v_2/v_1$ keeps this term small at such distances. The limit then comes from the light particle, whose velocity changes by about $|q_1q_2|/(m_1rc)$ while light crosses the distance $r$.

## What changes at fixed velocity

Suppose the energy is compared at fixed velocities instead. The energy as a function of velocity is $E=v\cdot\partial L/\partial v-L$. For a term of degree $k$ in the velocities, $v\cdot\partial/\partial v$ multiplies it by $k$, so the term enters $E$ with the factor $k-1$. The quartic terms get the factor 3 and the current term, which has degree 2, gets the factor 1:

$$E_1=\frac{3m_1v_1^4}{8}+\frac{3m_2v_2^4}{8}+\frac{q_1q_2}{2r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)\right],$$

with energy correction $\epsilon E_1$. Every sign is opposite to that in $H$. There is no conflict. At fixed velocity, the momentum itself changes by $\epsilon g$, which changes $H_0$ by $\epsilon v\cdot g$. Adding the Hamiltonian correction $-\epsilon L_1$ gives $\epsilon(v\cdot g-L_1)=\epsilon E_1$.

## A pair with numbers

Take a classical model in atomic units, where the equations keep their form and $c=137.036$, so $\epsilon=5.32514\times10^{-5}$. The masses are 1 and 2, the charges $-1$ and $+1$, the separation is 2 along $x$, and

$$\mathbf p_1=(2,1,0),\qquad\mathbf p_2=(1,2,0).$$

The zeroth-order speeds are $0.0163c$ and $0.0082c$. Since $p_1^2=p_2^2=5$,

$$H_0=\frac52+\frac54-\frac12=3.25\ \text{hartree}.$$

The kinetic corrections are

$$-\epsilon\frac{25}{8}=-1.6641\times10^{-4},\qquad-\epsilon\frac{25}{64}=-2.080\times10^{-5}\ \text{hartree}.$$

For the current term, $\mathbf p_1\cdot\mathbf p_2=4$ and $(\mathbf p_1\cdot\mathbf n)(\mathbf p_2\cdot\mathbf n)=2$. With $q_1q_2=-1$ it is

$$-\epsilon\frac{(-1)(4+2)}{2\cdot1\cdot2\cdot2}=+0.75\,\epsilon=+3.994\times10^{-5}\ \text{hartree}.$$

It is positive because the product of the charges is negative and the bracket is positive. The sum is $-1.473\times10^{-4}$ hartree, or $-4.01$ meV; the omitted terms of order $c^{-4}$ amount to a few times $10^{-8}$ hartree, enough to touch the last digit of the value in hartree.

As an independent check, the program solves $p=\partial L/\partial v$ numerically for the six velocities and evaluates $p\cdot v-L$. The result exceeds the first-order formula by $3.996\times10^{-8}$ hartree, about 0.03% of the correction's magnitude. The second-order term predicts this difference. At $v_0$,

$$\mathbf g_1=(4.75,2.25,0),\qquad\mathbf g_2=(-0.375,1,0),$$

$$\frac{\epsilon^2}{2}\left[\frac{4.75^2+2.25^2}{1}+\frac{0.375^2+1^2}{2}\right]=3.998\times10^{-8}\ \text{hartree}.$$

The cancellation is visible in the numbers. The velocity shift changes $p\cdot v$ by $-6.68721\times10^{-4}$ hartree and $-L_0$ by $+6.68681\times10^{-4}$ hartree. Each is over four times the size of the final correction, yet their sum is $-3.995\times10^{-8}$ hartree. This is the term $-\frac12\delta^{T}M\delta$ found above.

At fixed velocities $\mathbf p_i/m_i$, the energy correction is instead

$$\epsilon\left[3\left(\frac{25}{8}+\frac{25}{64}\right)-0.75\right]=+5.217\times10^{-4}\ \text{hartree}.$$

The same pair thus has a negative correction at given momenta and a positive one at given velocities. The sign of each quartic and current term is settled only after one has said which variables are held fixed. The sign of their sum need not change between the two descriptions, because the quartic terms carry an extra factor of 3 at fixed velocities and the current term does not.

## Numbers as computed

```
Worked example, atomic units (a.u.)
speed of light c: 137.035999 a.u.
eps = 1/c^2: 5.32513544e-05 a.u.
masses m1, m2: (1.0, 2.0) electron masses
charges q1, q2: (-1.0, 1.0) elementary charges
separation r1-r2: (2.0, 0.0, 0.0) bohr
momentum p1: (2.0, 1.0, 0.0) a.u.
momentum p2: (1.0, 2.0, 0.0) a.u.
zeroth-order velocity p1/m1: (2.000, 1.000, 0.000) a.u.
zeroth-order velocity p2/m2: (0.500, 1.000, 0.000) a.u.
speed ratio |p1/m1|/c: 0.016317 
speed ratio |p2/m2|/c: 0.008159 
zeroth-order H0: 3.25000000 hartree
L correction at p/m, kinetic 1: 1.66410483e-04 hartree
L correction at p/m, kinetic 2: 2.08013103e-05 hartree
L correction at p/m, current: -3.99385158e-05 hartree
L correction at p/m, total: 1.47273277e-04 hartree
H correction, kinetic 1: -1.66410483e-04 hartree
H correction, kinetic 2: -2.08013103e-05 hartree
H correction, current: 3.99385158e-05 hartree
H correction, total: -1.47273277e-04 hartree
H correction, total: -4.007510 meV
H from first-order formula: 3.249852726723 hartree
H from numerical Legendre transform: 3.249852766684 hartree
remainder, numerical minus formula: 3.99611e-08 hartree
predicted second-order remainder: 3.99768e-08 hartree
velocity shift v1-p1/m1: (-2.528434e-04, -1.197667e-04, 0.000000e+00) a.u.
velocity shift v2-p2/m2: (9.981507e-06, -2.662444e-05, 0.000000e+00) a.u.
change of p.v due to velocity shift: -6.68720838e-04 hartree
change of -L0 due to velocity shift: 6.68680893e-04 hartree
sum of these two changes: -3.99454e-08 hartree
energy correction at fixed velocities p/m: 5.21696863e-04 hartree
Error reduction for tenfold smaller eps, general test
velocity formula: 99.9976 
force formula: 99.9984
```
